# Dudarev DFT+U Forces with Löwdin Projectors: Two Derivations

## Two orbitals and one electron

Take two normalized orbitals $\phi_1,\phi_2$ on two atoms, written as columns of plane-wave coefficients, with overlap $\phi_1^\dagger\phi_2=\kappa e^{i\theta}$, $0<\kappa<1$. A phase $\theta$ can appear when the orbitals are Bloch sums and overlap through more than one periodic image. The overlap matrix is
$$O=1+\kappa M,\qquad M=\begin{pmatrix}0&e^{i\theta}\\ e^{-i\theta}&0\end{pmatrix},\qquad M^2=1 .$$
$M$ has eigenvalues $\pm1$, so $O$ has eigenvalues $s_\pm^2=1\pm\kappa$. Matching eigenvalues gives
$$X\equiv O^{-1/2}=a+bM,\qquad a=\tfrac12\Big(\frac1{s_+}+\frac1{s_-}\Big),\qquad b=\tfrac12\Big(\frac1{s_+}-\frac1{s_-}\Big).$$
The Löwdin orbital of atom 1 is $\tilde\phi_1=a\,\phi_1+b\,e^{-i\theta}\phi_2$. Let it carry the Hubbard correction for one electron in a state $\psi$: $n=|\tilde\phi_1^\dagger\psi|^2$, $E_U=\frac U2n(1-n)$, $dE_U=U(\frac12-n)\,dn$. Move atom 2 with $\psi$ held fixed. Then
$$\partial\tilde\phi_1=b\,e^{-i\theta}\,\partial\phi_2+(\partial X)_{11}\phi_1+(\partial X)_{21}\phi_2 .$$
Atom 2 has no $U$, yet it changes $n$, through its own orbital and through $X$. With the bare $\phi_1$ as projector all three terms are absent.

A change of $\kappa$ gives $\partial_\kappa O=M$, which commutes with $O$; each eigenvalue obeys $\partial_\kappa(1\pm\kappa)^{-1/2}=\mp\frac12(1\pm\kappa)^{-3/2}$, so $\partial_\kappa X=-\frac12O^{-3/2}\partial_\kappa O$, as for numbers. A change of $\theta$ behaves differently. Differentiating $M^2=1$ gives $M\,\partial_\theta M+\partial_\theta M\,M=0$, so $\partial_\theta M$ has vanishing diagonal elements in the eigenbasis of $M$ and connects the two eigenvectors. Since $a$ and $b$ do not depend on $\theta$, $\partial_\theta X=b\,\partial_\theta M=(b/\kappa)\,\partial_\theta O$. With $b=(s_--s_+)/(2s_+s_-)$ and $\kappa=(s_+-s_-)(s_++s_-)/2$,
$$\partial_\theta X=-\frac{\partial_\theta O}{s_+s_-(s_++s_-)} .$$
The factor involves both eigenvalues symmetrically and lies between $-1/(2s_+^3)$ and $-1/(2s_-^3)$, the two values that the rule for numbers can supply.

## Functional and conventions

Hartree atomic units are used. Spin $\sigma$ is collinear and k-points have weights $w_k$. States are columns $\psi_n$ of plane-wave coefficients with Fermi-Dirac occupations $f_n$ at temperature $T$, and $P=w_k\sum_nf_n\psi_n\psi_n^\dagger$ for each $k,\sigma$. The overlap operator has the ultrasoft or PAW form $S=1+\sum_jq_j\beta_j\beta_j^\dagger$; one projector index is written, and $S=1$ is the norm-conserving case. With $p_{j\sigma}=\sum_k\beta_j^\dagger P\beta_j$, the density is $\rho_\sigma=\sum_k\langle r|P|r\rangle+\sum_jp_{j\sigma}Q_j(r)$, $\int Q_j=q_j$. The non-Hubbard terms are written in the ultrasoft form; the Hubbard terms see the augmentation through $S$.

The columns of $\Phi$ are the Bloch sums of all atomic orbitals, $O=\Phi^\dagger S\Phi$ is assumed positive definite, $X=O^{-1/2}$ is the positive root, and $\Pi$ selects the Hubbard columns. The projector matrix is
$$A=S\Phi X\Pi\ \ (\text{Löwdin}),\qquad A=S\Phi\Pi\ \ (\text{atomic}),$$
and the occupation matrix and Dudarev energy are
$$n^\sigma=\sum_kA^\dagger PA,\qquad E_U=\frac U2\sum_\sigma{\rm Tr}[n^\sigma-n^\sigma n^\sigma].$$
One Hubbard atom is written; several add. $U$ is taken to be independent of geometry. Cyclicity gives $d\,{\rm Tr}[nn]=2{\rm Tr}[n\,dn]$, so
$$dE_U=\sum_\sigma{\rm Tr}[u^\sigma dn^\sigma],\qquad u^\sigma=U(\tfrac12-n^\sigma).\tag{1}$$
With $K$ the kinetic matrix, and the ion-ion energy left out because it depends on positions alone, the Mermin free energy is
$$\mathcal F=\sum_{k\sigma}{\rm Tr}\Big[P\Big(K+\sum_jD^0_j\beta_j\beta_j^\dagger\Big)\Big]+\int v_{\rm loc}\rho+E_{Hxc}[\rho_\uparrow,\rho_\downarrow]+E_U-T\mathcal S,$$
$$-T\mathcal S=k_BT\sum_{k\sigma n}w_k[f\ln f+(1-f)\ln(1-f)].$$
Varying $P$ at fixed atoms gives $d\mathcal F=\sum{\rm Tr}[H\,dP]$ for the energy part. The density terms contribute $\int v_\sigma\,d\rho_\sigma$ with $v_\sigma=v_{\rm loc}+\delta E_{Hxc}/\delta\rho_\sigma$, and (1) contributes ${\rm Tr}[uA^\dagger dP\,A]={\rm Tr}[AuA^\dagger dP]$. Hence
$$H=K+v_\sigma+\sum_jD_{j\sigma}\beta_j\beta_j^\dagger+AuA^\dagger,\qquad D_{j\sigma}=D_j^0+\int v_\sigma Q_j.\tag{2}$$
The symbol $\partial$ denotes the derivative with respect to one coordinate $R_J$ of the quantities that depend on it explicitly. An orbital or projector on atom $J$ has coefficients proportional to $e^{-i(k+G)R_J}$, so $\partial$ multiplies them by $-i(k+G)$ and annihilates columns of other atoms. The plane waves do not move, and $K$ has no derivative.

## First derivation: constrained stationarity and a Sylvester equation

Impose $S$-orthonormality with a Hermitian multiplier matrix $\Lambda$ for each $k,\sigma$, and the electron numbers with $\mu_\sigma$:
$$\mathcal L=\mathcal F-\sum_{k\sigma}\sum_{mn}\Lambda_{mn}(\psi_n^\dagger S\psi_m-\delta_{nm})-\sum_\sigma\mu_\sigma\Big(\sum_{kn}w_kf_n-N_\sigma\Big).$$
Stationarity in $\psi_n^\dagger$ gives $w_kf_nH\psi_n=\sum_mS\psi_m\Lambda_{mn}$. Multiplying by $\psi_l^\dagger$ gives $\Lambda_{ln}=w_kf_nH_{ln}$, with $H_{ln}=\psi_l^\dagger H\psi_n$. Hermiticity gives also $\Lambda_{ln}=\Lambda_{nl}^*=w_kf_lH_{ln}$, so $(f_n-f_l)H_{ln}=0$. States of equal $f$ can be rotated among themselves without changing $P$, which diagonalizes the remaining blocks. Thus $H\psi_n=\varepsilon_nS\psi_n$ and $\Lambda_{mn}=w_kf_n\varepsilon_n\delta_{mn}$. Stationarity in $f_n$ gives $\varepsilon_n+k_BT\ln[f_n/(1-f_n)]-\mu_\sigma=0$, the Fermi function.

Along a self-consistent branch the constraints hold at every geometry, so $\mathcal F=\mathcal L$ there. In $d\mathcal L/dR_J$ the terms with $d\psi/dR_J$ and $df/dR_J$ multiply vanishing partial derivatives, and those with $d\Lambda/dR_J$, $d\mu/dR_J$ multiply satisfied constraints. What remains is the explicit derivative at fixed $P$. Here $\partial\rho_\sigma=\sum_j(\partial p_j\,Q_j+p_j\,\partial Q_j)$, and the $\partial p_j$ part joins $D_j^0\partial p_j$ to form $D_{j\sigma}\partial p_j$. The constraint gives $-\sum_nw_kf_n\varepsilon_n\psi_n^\dagger\partial S\psi_n=-{\rm Tr}[W\partial S]$ with $W=w_k\sum_nf_n\varepsilon_n\psi_n\psi_n^\dagger$. With $F_J=-d\mathcal F/dR_J$,
$$F_J=-\int\partial v_{\rm loc}\,\rho-\sum_{j\sigma}p_{j\sigma}\!\int v_\sigma\partial Q_j-\sum_{j\sigma}D_{j\sigma}\partial p_{j\sigma}+\sum_{k\sigma}{\rm Tr}[W\partial S]+F_J^U,\tag{3}$$
$$F^U_J=-\sum_\sigma{\rm Tr}[u^\sigma\partial n^\sigma],\qquad\partial n=\sum_k(\partial A^\dagger PA+A^\dagger P\,\partial A).$$
Since $u$ and $P$ are Hermitian, ${\rm Tr}[u\,\partial A^\dagger PA]$ is the complex conjugate of ${\rm Tr}[uA^\dagger P\,\partial A]$, and
$$F^U_J=-\sum_{k\sigma}2\,{\rm Re}\,{\rm Tr}[uA^\dagger P\,\partial A].\tag{4}$$
The four other terms of (3), called local, augmentation, nonlocal and constraint below, have the form they have at $U=0$, but the $\varepsilon_n$ in $W$ are eigenvalues of (2) and contain $\psi_n^\dagger AuA^\dagger\psi_n$. The stationarity in $f$ belongs to $\mathcal F$; the energy $\mathcal F+T\mathcal S$ is not stationary in $f$, and (3) is not its derivative when $\mathcal S$ changes with geometry.

The product rule gives
$$\partial A=(\partial S\,\Phi X+S\,\partial\Phi\,X+S\Phi\,\partial X)\,\Pi,\tag{5}$$
$$\partial O=\partial\Phi^\dagger S\Phi+\Phi^\dagger\partial S\,\Phi+\Phi^\dagger S\,\partial\Phi,\qquad\partial S=\sum_jq_j(\partial\beta_j\beta_j^\dagger+\beta_j\partial\beta_j^\dagger).$$
Atomic projectors follow by setting $X=1$, $\partial X=0$.

For $\partial X$, differentiate $XX=O^{-1}$. From $OO^{-1}=1$ follows $\partial(O^{-1})=-O^{-1}\partial O\,O^{-1}$, so
$$X\,\partial X+\partial X\,X=-O^{-1}\partial O\,O^{-1},\tag{6}$$
a Sylvester equation of Lyapunov type. Let $O=V\,{\rm diag}(s_i^2)V^\dagger$ with $s_i>0$, and write $\bar M=V^\dagger MV$ with $V$ taken at the reference geometry. Then $\bar X={\rm diag}(1/s_i)$ and (6) becomes
$$\Big(\frac1{s_i}+\frac1{s_j}\Big)\overline{\partial X}_{ij}=-\frac{\overline{\partial O}_{ij}}{s_i^2s_j^2}.$$
The bracket equals $(s_i+s_j)/(s_is_j)$ and is positive, so the solution is unique:
$$\overline{\partial X}_{ij}=-\frac{\overline{\partial O}_{ij}}{s_is_j(s_i+s_j)}.\tag{7}$$
The diagonal is the rule for numbers, $-\overline{\partial O}_{ii}/2s_i^3$, and the off-diagonal element is the factor found for the phase $\theta$. No difference of eigenvalues appears in a denominator, so degenerate overlaps need no special treatment.

## Second derivation: eigenvalue sum and a resolvent integral

Treat densities $\rho_\sigma$, matrices $n^\sigma$ and $\mu_\sigma$ as free inputs. Build $H$ from them by (2), solve $H\psi=\varepsilon S\psi$ with $\psi^\dagger S\psi=1$, and define, with $v^{Hxc}_\sigma=\delta E_{Hxc}/\delta\rho_\sigma$,
$$\tilde{\mathcal F}=\sum_{k\sigma n}w_k\,g(\varepsilon_n)+\sum_\sigma\Big(\mu_\sigma N_\sigma-\int v_\sigma^{Hxc}\rho_\sigma-{\rm Tr}[u^\sigma n^\sigma]\Big)+E_{Hxc}+E_U,$$
$$g(\varepsilon)=-k_BT\ln(1+e^{(\mu-\varepsilon)/k_BT}),\qquad \frac{\partial g}{\partial\varepsilon}=f,\qquad\frac{\partial g}{\partial\mu}=-f .$$

At self-consistency $\tilde{\mathcal F}=\mathcal F$. Indeed $g=k_BT\ln(1-f)$, and $k_BT\ln f=k_BT\ln(1-f)+\mu-\varepsilon$, so $g=f(\varepsilon-\mu)+k_BT[f\ln f+(1-f)\ln(1-f)]$. The $\mu$ terms cancel when $\sum w_kf=N_\sigma$. The sum $\sum w_kf\varepsilon=\sum{\rm Tr}[PH]$ contains, by (2), the kinetic and $D^0$ terms, $\int v_{\rm loc}\rho$, $\int v^{Hxc}_\sigma\rho_\sigma$ and ${\rm Tr}[un]$; the last two are removed by the subtracted terms.

The eigenvalue sum is ${\rm Tr}\,g(Y)$ with $Y=S^{-1}H$, and for any change $d\,{\rm Tr}\,g(Y)={\rm Tr}[g'(Y)\,dY]$, as cyclicity shows for each power of $Y$ and polynomial approximation extends to smooth $g$. Completeness, $\sum_n\psi_n\psi_n^\dagger S=1$, and $Y\psi_n=\varepsilon_n\psi_n$ give $w_kg'(Y)=PS$. With $dY=S^{-1}dH-S^{-1}dS\,Y$,
$$w_k\,d\,{\rm Tr}\,g(Y)={\rm Tr}[P\,dH]-{\rm Tr}[YP\,dS]={\rm Tr}[P\,dH]-{\rm Tr}[W\,dS],\tag{8}$$
because $YP=W$. Degenerate $\varepsilon_n$ cause no difficulty, since no single eigenvalue is differentiated.

Now vary the inputs at fixed atoms. A change of $\mu_\sigma$ gives $N_\sigma-\sum w_kf$. A change of $n$ gives $dH=A\,du\,A^\dagger$, hence ${\rm Tr}[du\,n_{\rm out}]$ from (8) with $n_{\rm out}=\sum_kA^\dagger PA$; the subtracted term gives $-{\rm Tr}[du\,n]-{\rm Tr}[u\,dn]$, and $E_U$ gives $+{\rm Tr}[u\,dn]$ by (1). The total is ${\rm Tr}[du\,(n_{\rm out}-n)]$. In the same way a change of $\rho_\sigma$ gives $\sum_\sigma\int dv^{Hxc}_\sigma(\rho_{\sigma,\rm out}-\rho_\sigma)$. All three vanish at self-consistency, so $d\mathcal F/dR_J$ is the derivative of $\tilde{\mathcal F}$ at fixed inputs. Positions then enter through the eigenvalue sum alone, and (8) applies with
$$\partial H=\partial v_{\rm loc}+\sum_j\Big[\int\partial v_{\rm loc}Q_j+\int v_\sigma\partial Q_j\Big]\beta_j\beta_j^\dagger+\sum_jD_{j\sigma}\partial(\beta_j\beta_j^\dagger)+\partial A\,uA^\dagger+Au\,\partial A^\dagger .$$
Traced with $P$, the first two pieces combine into $\int\partial v_{\rm loc}\,\rho$ with the augmented density, the next two give the augmentation and nonlocal terms, and the last pair gives ${\rm Tr}[uA^\dagger P\partial A]$ plus its conjugate. Changing the overall sign reproduces (3) and (4).

For $\partial X$, use $\int_0^\infty dt/(t^2+s^2)=\pi/2s$ on each eigenvalue:
$$X=\frac2\pi\int_0^\infty(t^2+O)^{-1}dt,\qquad\partial X=-\frac2\pi\int_0^\infty(t^2+O)^{-1}\partial O\,(t^2+O)^{-1}dt .$$
The second integrand is bounded in norm by $\|\partial O\|/(t^2+s_{\min}^2)^2$, which is integrable uniformly while $s_{\min}$ stays away from zero, so differentiation under the integral is allowed. In the eigenbasis the element $ij$ is $\overline{\partial O}_{ij}$ times
$$\int_0^\infty\!\frac{dt}{(t^2+s_i^2)(t^2+s_j^2)}=\frac1{s_j^2-s_i^2}\,\frac\pi2\Big(\frac1{s_i}-\frac1{s_j}\Big)=\frac{\pi}{2s_is_j(s_i+s_j)},$$
by partial fractions for $s_i\ne s_j$ and by continuity for $s_i=s_j$. Multiplying by $-2/\pi$ gives (7).

## What each derivation assumes

Both need a differentiable self-consistent branch, fixed $U$, a basis that does not move and $O>0$. Neither needs a minimum; a stationary point suffices. Where two branches of different occupation cross, the force of each branch is still given by (3), and the lowest free energy has a kink if the two forces differ there.

The first derivation varies orbitals and occupations. It needs the multipliers and the argument that $\Lambda$ is diagonal, but it uses the form of the entropy in one place, the equation for $f$, and it holds unchanged for fixed integer occupations. The second varies input fields and never refers to $\Lambda$; the term with $W$ comes from the geometry dependence of $S^{-1}H$. It needs the complete spectrum in the finite basis and a $g$ that is smooth near the eigenvalues. This holds for $T>0$, and also at $T=0$ when $\mu_\sigma$ lies in a gap, since $g=\min(\varepsilon-\mu,0)$ is then linear near every $\varepsilon_n$. In the first, $u$ appears as the derivative of $E_U$ and $\partial n$ as a change of occupation at frozen $P$. In the second, $n$ is frozen and the Hubbard force is the expectation value of the change of the operator $AuA^\dagger$.

For $X$, equation (6) takes the existence of $\partial X$ as given and determines it. The integral proves existence and selects the positive root by construction. Both fail as $s_{\min}\to0$. From (7) each factor is at most $1/2s_{\min}^3$ in size, so $\|\partial X\|_F\le\|\partial O\|_F/2s_{\min}^3$; the force, however, contains $\partial A$, which grows more slowly. For $S=1$ the columns of $\Phi V$ are orthogonal with norms $s_i$, so $|\overline{\partial O}_{ij}|\le(s_i+s_j)\|\partial\Phi\|$ and $|\overline{\partial X}_{ij}|\le\|\partial\Phi\|/s_is_j$. Then both $\Phi\,\partial X$ and $\partial\Phi\,X$ grow at most as $1/s_{\min}$. This is an upper bound on $\partial A$, and the two terms may largely cancel. For two identical Gaussian orbitals at a small distance $d$ each term grows as $1/s_{\min}$ while $\partial A$ stays bounded; if their widths differ by an amount of order $d$, $\partial A$ itself grows as $1/s_{\min}$.

## Shortcuts, cost and sum rules

The one-sided form $-\frac12O^{-3/2}\partial O$ has elements $-\overline{\partial O}_{ij}/2s_i^3$. Their ratio to (7) is $r(1+r)/2$ with $r=s_j/s_i$, which equals 1 for positive $r$ at $r=1$ alone. The form is therefore right if and only if $(s_i^2-s_j^2)\overline{\partial O}_{ij}=0$ for all pairs, which is $[O,\partial O]=0$. For $s_i=1+\delta_i$ with small $\delta_i$, $r\simeq1+\delta_j-\delta_i$ and the ratio is $1+\frac32(\delta_j-\delta_i)$, an error of first order in $O-1$. The symmetric form $-\frac12O^{-3/4}\partial O\,O^{-3/4}$ has elements $-\overline{\partial O}_{ij}/2(s_is_j)^{3/2}$ and ratio
$$\frac{s_i+s_j}{2\sqrt{s_is_j}}=1+\frac{(\sqrt{s_i}-\sqrt{s_j})^2}{2\sqrt{s_is_j}}\simeq1+\frac{(\delta_i-\delta_j)^2}8,$$
an error of second order. As $O\to1$, $\partial X\to-\frac12\partial O$, which stays finite if $\partial O$ does.

For the $\partial X$ term, one solution of (7) per $k$ serves all atoms and both spins. By cyclicity it contributes $2{\rm Re}\,{\rm Tr}[\partial X\,B]={\rm Tr}[\partial X(B+B^\dagger)]$ to $\partial E_U$, with $B=\Pi u\Pi^\dagger X\,\Phi^\dagger SPS\Phi$. Call the map (7) $\mathcal K$, with factors $\mathcal K_{ij}=\mathcal K_{ji}$. Then ${\rm Tr}[\mathcal K(\partial O)C]=\sum_{ij}\mathcal K_{ij}\overline{\partial O}_{ij}\bar C_{ji}={\rm Tr}[\partial O\,\mathcal K(C)]$, and the force term is $-{\rm Tr}[\Gamma\,\partial O]$ with $\Gamma=\mathcal K(B+B^\dagger)$ independent of $J$. Since $O$ does not depend on spin and $\mathcal K$ is linear, $B$ can be summed over $\sigma$ before $\mathcal K$ is applied.

A rigid shift $d$ multiplies $\Phi$ and $\beta_j$ by the diagonal unitary $\tau=e^{-i(k+G)d}$ and sends $S\to\tau S\tau^\dagger$. Then $O$ is unchanged, $\sum_J\partial_JO=0$, and the $\partial X$ forces sum to zero. Also $A\to\tau A$, so $\sum_JF_J^U=-\sum_{k\sigma}2{\rm Re}\,{\rm Tr}[uA^\dagger P(-i(k+G))A]$, which need not vanish. The total forces do sum to zero, since $\psi\to\tau\psi$ leaves $\mathcal F$ unchanged.

## A one-dimensional model

The cell has $L=9$ bohr, 25 plane waves and $k=\pm\frac14\,2\pi/L$ with weight $\frac12$. Atoms A, B, C sit at $0$, $2.6$, $-2.9$ bohr with wells $-V_0e^{-x^2/2\varsigma^2}$, $V_0=3,1.5,1.5$ Ha and $\varsigma=1,0.8,0.8$ bohr. Orbitals are Hermite functions $h_\nu(x/\alpha)$, scaled to unit $S$-norm in the isolated atom: $\nu=0,1,2$ on A ($\alpha=0.8$ bohr) and $\nu=0,1$ on B and C ($0.9$ bohr). The Hubbard manifold is $\nu=1,2$ on A, with $U=0.2$ Ha. The $\beta_j$ are normalized Hermite functions of order $1,0,0$ and width $0.6$ bohr, with $q=0.3,0.2,0.2$ and $D^0=0.2,0.1,0.1$ Ha; $Q_j$ is $q_j$ times a unit-area Gaussian of standard deviation $0.5$ bohr. The Hartree kernel is a Gaussian of height $0.3$ Ha and standard deviation $1$ bohr, and exchange is $-\frac\gamma2\sum_\sigma\int\rho_\sigma^2$ with $\gamma=0.2$ Ha bohr. There are 3 up and 2 down electrons at $k_BT=0.04$ Ha. The generalized eigenproblem was iterated to self-consistency with Anderson mixing, densities being held on 64 points.

With Löwdin projectors $\mathcal F=-7.1577$ Ha. The eigenvalues of $n^\uparrow$ are $0.07071$, $0.39669$ and those of $n^\downarrow$ are $0.00849$, $0.37766$, so
$$E_U=0.1\,(0.06571+0.23933+0.00842+0.23503)=0.05485\ {\rm Ha}.$$
The pair $\pm k$ makes $n$ real. In the order $(11,12,22)$, $n^\uparrow=(0.39490,0.02412,0.07251)$ and $n^\downarrow=(0.37578,0.02630,0.01037)$. For motion of the ligand B, (5) and (7) give $\partial n^\uparrow=(0.06189,0.01879,-0.01133)$ and $\partial n^\downarrow=(0.05524,0.02349,0.00714)$ bohr$^{-1}$. With ${\rm Tr}[u\,\partial n]/U=(\frac12-n_{11})\partial n_{11}+(\frac12-n_{22})\partial n_{22}-2n_{12}\partial n_{12}$,
$$\uparrow:\ 0.006505-0.004843-0.000906=0.000756,$$
$$\downarrow:\ 0.006862+0.003496-0.001236=0.009122,$$
and $F_B^U=-0.2\times0.009878=-0.00198$ Ha/bohr. The terms of (3) and (5), in Ha/bohr:

| term | A | B | C |
|---|---|---|---|
| local | 0.23666 | −0.67689 | 0.39563 |
| augmentation | 0.00398 | −0.03748 | 0.01646 |
| nonlocal | 0.09952 | −0.06120 | 0.03067 |
| constraint | −0.05163 | 0.10001 | −0.05026 |
| Hubbard $\partial\Phi$ | −0.00491 | 0.00784 | −0.00646 |
| Hubbard $\partial S$ | −0.00255 | 0.00066 | −0.00007 |
| Hubbard $\partial X$ | 0.00226 | −0.01048 | 0.00822 |
| total | 0.28333 | −0.67753 | 0.39420 |

On B, $0.00784+0.00066-0.01048=-0.00198$. The total is the electronic force, the ion-ion term being left out; on B it is $-34.84$ eV/Å and its $\partial X$ part $-0.54$ eV/Å. Two pairs of rows have a fixed sum but a split that depends on convention. A constant $c$ added to $v_\sigma$ changes $D_{j\sigma}$ by $cq_j$ and $W$ by $cP$, which moves $c\,{\rm Tr}[P\,\partial S]$ between the nonlocal and constraint rows. Multiplying the columns of $\Phi$ on atom $J$ by $e^{ikR_J}$ changes $A$ by a phase and leaves $n$ and $F^U$ unchanged, but it alters $\partial O$ and the split between the $\partial\Phi$ and $\partial X$ rows; the figures for $\partial X$, $\partial O$ and the shortcuts below refer to the phase $e^{-i(k+G)R_J}$. A four-point central difference of the self-consistent $-\mathcal F$ gives $-0.67753$ Ha/bohr on B; applied to $-(\mathcal F+T\mathcal S)$ it gives $-0.71963$.

The $\partial X$ row sums to zero, while the three Hubbard rows together sum to $-0.00548$. On B, at this geometry, the $\partial X$ term is $1.5\%$ of the electronic force but five times $F_B^U$; without it $F_B^U$ would be $+0.0085$, of the wrong sign. The eigenvalues of $O$ run from $0.2816$ to $1.7378$, and for motion of A at $+k$, $\|[O,\partial O]\|_F=0.4657$ against $\|\partial O\|_F=1.2685$ bohr$^{-1}$. On B the one-sided form gives $-0.00976$ and the symmetric form $-0.01060$, off by $7\%$ and $1\%$ of the $\partial X$ term; on A they give $0.00203$ and $0.00235$, off by $10\%$ and $4\%$. The one-sided form is not Hermitian, so these figures hold for the ordering $O^{-3/2}\partial O$ and not for the reverse one. Removing $\psi_n^\dagger AuA^\dagger\psi_n$ from $\varepsilon_n$ would drop $-0.00072$ from the constraint term on B.

Subtracting the self-consistent forces at $U=0$ gives $F(U)-F(0)=(0.00288,0.00373,-0.00661)$, opposite in sign on all three atoms to $F^U=(-0.00520,-0.00198,0.00170)$. The two are different quantities. Stationarity gives $d\mathcal F/dU=E_U/U$, so $dF_J/dU=-U^{-1}dE_U/dR_J$ with the total derivative, which includes the response of $P$ to the displacement; $F^U_J$ holds $P$ fixed. The difference $F(U)-F(0)$ must also sum to zero, which $F^U$ does not.

With atomic projectors the $\partial\Phi$ term vanishes on B and C, since $\Phi\Pi$ contains orbitals of A alone, and the ligands feel $\partial S$ terms of $0.000115$ and $-0.001904$. With $q_j=0$ the atomic $F_B^U$ is zero, whereas the Löwdin one is $0.012076-0.017215=-0.005139$ Ha/bohr.

Numbers in the example were calculated in double precision.
